# Nonretarded attraction of a spherical atom to a perfect conductor, part 1

(Sections cited here and not found follow in the second part.)

## From image charges to the dipole fluctuation

**Q:** A neutral atom in a spherically symmetric state has no net charge and no mean dipole. What does the metal have to respond to?

**A:** If it is fast enough, it responds to where the charges are at each moment, not to where they are on average. The electrons and the nucleus form a dipole whose mean is zero but whose mean square is not. Each orientation of that dipole is attracted to the metal, so the energies of the different orientations do not cancel.

**Q:** Then begin with fixed charges. What is the geometry?

**A:** The metal fills the half-space below a plane, and the nucleus is held at height $z$ above it. A charge $q_i$ has position $\mathbf r_i=(x_i,y_i,\zeta_i)$ relative to the nucleus, so its height is $z+\zeta_i$. The nucleus is one of the charges, with $\mathbf r_i=0$. I use Hartree atomic units, in which an electron has charge $-1$ and the Coulomb energy of two charges is $q_iq_j/r$. The total dipole is

$$\mathbf D=\sum_i q_i\mathbf r_i ,\qquad \sum_i q_i=0 .$$

For now the metal is a perfect conductor that responds without delay. Its surface is at zero potential. That condition is met if each charge $q_j$ is given an image $-q_j$ at the mirror position, because a point on the surface is equally far from both. At the position of charge $i$ the images therefore produce the potential

$$\phi_i=-\sum_j\frac{q_j}{L_{ij}},\qquad L_{ij}=\sqrt{(x_i-x_j)^2+(y_i-y_j)^2+(2z+\zeta_i+\zeta_j)^2}.$$

The third component is the height $z+\zeta_i$ minus the image height $-(z+\zeta_j)$.

**Q:** So the energy is $\sum_i q_i\phi_i$?

**A:** It is half of that, because the images grow together with the charges. Let all charges be $\lambda q_i$ and raise $\lambda$ from 0 to 1 at fixed positions. At stage $\lambda$ the image potential is $\lambda\phi_i$, and adding $q_i\,d\lambda$ costs $\lambda q_i\phi_i\,d\lambda$. Charge that flows into the metal does so at zero potential and costs nothing. Since $\int_0^1\lambda\,d\lambda=1/2$,

$$W=\frac12\sum_i q_i\phi_i=-\frac12\sum_{ij}\frac{q_iq_j}{L_{ij}} .$$

The terms $i=j$ belong to the sum, since a charge is attracted by its own image. The direct Coulomb energy among the atom's charges is part of the free atom and does not depend on $z$.

**Q:** I distrust that factor of one half. Can it be found without assigning an energy to images?

**A:** Yes, from the force on the metal surface. Take a dipole $d$ normal to the surface at height $h$. At lateral distance $s$ its own field has the normal component

$$E_0=\frac{d\,(2h^2-s^2)}{(s^2+h^2)^{5/2}} .$$

The surface charge doubles the normal field just outside and cancels the tangential field. The tension of the field on the surface is $E^2/(8\pi)$ per area, with $E=2E_0$. It pulls the metal towards the dipole, and hence the dipole towards the metal, with the force

$$F=\int_0^\infty\frac{4E_0^2}{8\pi}\,2\pi s\,ds=\int_0^\infty E_0^2\,s\,ds .$$

Put $v=1+s^2/h^2$, so that $s\,ds=h^2dv/2$ and $2h^2-s^2=h^2(3-v)$. Then

$$F=\frac{d^2}{2h^4}\int_1^\infty\frac{9-6v+v^2}{v^5}\,dv=\frac{d^2}{2h^4}\left(\frac94-2+\frac12\right)=\frac{3d^2}{8h^4}.$$

The energy relative to infinite distance is

$$-\int_z^\infty F\,dh=-\frac{d^2}{8z^3}.$$

This is the number the image energy has to reproduce.

**Q:** Does it?

**A:** Expand $1/L_{ij}$ for an atom small against $z$. Write $R=2z$ and $\mathbf s=(x_i-x_j,\;y_i-y_j,\;\zeta_i+\zeta_j)$. Through second order in $\mathbf s$,

$$\frac1{L_{ij}}=\frac1R-\frac{s_z}{R^2}+\frac{2s_z^2-s_x^2-s_y^2}{2R^3}+\dots$$

Now multiply by $q_iq_j$ and sum. The first term gives $(\sum_i q_i)^2/R=0$. The second contains $\sum_{ij}q_iq_j(\zeta_i+\zeta_j)=2D_z\sum_j q_j=0$. In the third, the squares of single coordinates vanish in the same way, because each leaves a free sum over the other charge. The products survive:

$$\sum_{ij}q_iq_j(\zeta_i+\zeta_j)^2=2D_z^2,\qquad \sum_{ij}q_iq_j(x_i-x_j)^2=-2D_x^2 ,$$

and likewise for $y$. With $R^3=8z^3$,

$$\sum_{ij}\frac{q_iq_j}{L_{ij}}=\frac{4D_z^2+2D_x^2+2D_y^2}{16z^3}=\frac{D_x^2+D_y^2+2D_z^2}{8z^3},$$

and the factor $-\tfrac12$ gives

$$W=-\frac{D_x^2+D_y^2+2D_z^2}{16z^3}. \tag{1}$$

For a normal dipole this is $-2d^2/(16z^3)=-d^2/(8z^3)$, in agreement with the surface force. The normal component counts twice because its image is parallel to it and in line with it. A component along the surface has a reversed image lying beside it, which attracts half as strongly.

**Q:** All of this is electrostatics of fixed charges. In quantum mechanics the atom has a charge density, and the density of your atom is spherical. Its image is a spherical neutral object too, and the energy is zero.

**A:** That would be the answer if the metal saw only the mean charge density. In equation (1) it would replace $D_a^2$ by $\langle D_a\rangle^2=0$. Whether it is right depends on how quickly the metal can follow the electrons, so the metal needs a dynamics of its own.

**Q:** What is the least dynamics that settles the matter?

**A:** Surface plasmons. Consider a metal of free electrons with density $n$, without damping. In a field of frequency $\omega$ each electron is displaced by an amount proportional to $1/\omega^2$, which gives the dielectric function $\epsilon=1-\omega_p^2/\omega^2$, with $\omega_p^2=ne^2/(\epsilon_0m_e)$ in SI units. A potential bound to the surface varies as $e^{-kh}$ at height $h$ above it and as $e^{+kh}$ below, times $\cos(\mathbf k\cdot\boldsymbol\rho)$ or $\sin(\mathbf k\cdot\boldsymbol\rho)$ along it. Continuity of the normal displacement field demands $-k=\epsilon k$, so $\epsilon=-1$ and

$$\omega_s=\frac{\omega_p}{\sqrt2}.$$

The wave number has dropped out: in this model all the modes have the same frequency.

**Q:** There are still infinitely many of them.

**A:** The atom's dipole couples to three combinations. A neutral atom in a potential $\phi$ has the energy $\mathbf D\cdot\nabla\phi$ to leading order. Put the atom at $\boldsymbol\rho=0$. The cosine modes have a gradient there along the normal only, and the sine modes have one along the surface only. The cross term between $x$ and $y$ is a sum over $k_xk_y$ times a function of $k$, which vanishes by symmetry. Because the modes are degenerate, the combination coupled to $D_a$ is itself an oscillator of frequency $\omega_s$, with coordinate $X_a$ and momentum $P_a$:

$$H=H_{\rm atom}+\sum_{a=x,y,z}\left[\frac{P_a^2+\omega_s^2X_a^2}{2}-G_aD_aX_a\right].$$

The strength $G_a$ follows from statics. For a fixed dipole the minimum over $X_a$ lies at $X_a=G_aD_a/\omega_s^2$, with the energy $-G_a^2D_a^2/(2\omega_s^2)$. A free-electron metal screens a static field completely, so this must equal equation (1). With $g_x=g_y=1$ and $g_z=2$,

$$\frac{G_a^2}{2\omega_s^2}=\frac{g_a}{16z^3}\quad\Rightarrow\quad G_a^2=\frac{g_a\,\omega_s^2}{8z^3}.$$

**Q:** Now let the atom be quantum mechanical.

**A:** Treat the coupling as a perturbation. The first-order energy vanishes, since $\langle X_a\rangle=0$ in the oscillator ground state. In second order the atom goes from its ground state $0$ to a state $n$ with excitation energy $\omega_n$, while one quantum $\omega_s$ appears in the metal. The matrix element of $X_a$ between zero and one quantum is $1/\sqrt{2\omega_s}$. Hence

$$U=-\sum_a\sum_n\frac{G_a^2}{2\omega_s}\,\frac{|\langle n|D_a|0\rangle|^2}{\omega_s+\omega_n}
=-\sum_a\frac{g_a}{16z^3}\sum_n|\langle n|D_a|0\rangle|^2\,\frac{\omega_s}{\omega_s+\omega_n}. \tag{2}$$

A perfect conductor is the limit of large $\omega_s$. The last factor lies between 0 and 1 and tends to 1 for each $n$, and the sum without it is finite. What remains is a sum over a complete set of states:

$$\sum_n|\langle n|D_a|0\rangle|^2=\langle0|D_aD_a|0\rangle=\langle D_a^2\rangle .$$

Therefore

$$U=-\frac{\langle D_x^2\rangle+\langle D_y^2\rangle+2\langle D_z^2\rangle}{16z^3}=\langle W\rangle . \tag{3}$$

A fast metal follows the instantaneous dipole, and $W$ then acts as an operator on the electrons. The mean-density picture fails because it leaves out the correlation between the dipole and the surface charge.

**Q:** You treated the coupling as a perturbation. Is there a case that can be solved without that?

**A:** Let the atom be an isotropic oscillator with unit charge and unit mass and frequency $\omega_0$. Each direction then has two coupled oscillators, whose normal frequencies give the zero-point energy without expansion in the coupling. Such an atom has a single dipole transition, at $\omega_0$, so equation (2) predicts a ratio $\omega_s/(\omega_s+\omega_0)$ to the ideal result. For $\omega_0=0.2$ Ha and $z=20\,a_0$, the normal modes give 0.6668 at $\omega_s=0.4$ Ha, where the prediction is 0.6667. They give 0.9996 at $\omega_s=400$ Ha, where it is 0.9995.

**Q:** Where does the spherical symmetry enter?

**A:** Here. In a state of total orbital angular momentum $L=0$ no direction is special, so

$$\langle D_x^2\rangle=\langle D_y^2\rangle=\langle D_z^2\rangle=\frac{d_2}{3},\qquad d_2=\langle\mathbf D\cdot\mathbf D\rangle .$$

The weights in equation (3) add up to $1+1+2=4$, so

$$U(z)=-\frac{4}{16z^3}\,\frac{d_2}{3}=-\frac{d_2}{12\,z^3}.$$

In SI units every product of two charges carries $1/(4\pi\epsilon_0)$. With $d_2$ in units of charge squared times length squared,

$$U(z)=-\frac{1}{4\pi\epsilon_0}\,\frac{d_2}{12z^3}=-\frac{d_2}{48\pi\epsilon_0z^3}. \tag{4}$$

**Q:** And if the system is not isotropic?

**A:** Then equation (3) must be kept. For a dipole fluctuating along the surface, equation (4) is too large in size, since the true energy is $(1/16)/(1/12)=0.75$ of it. For one fluctuating along the normal the factor is $(2/16)/(1/12)=1.5$. Integrating the surface tension numerically, with no use of images, gives 0.7500 and 1.5000. For the tilted dipole $(0.6,0.3,0.8)$ it gives 1.1904, and equation (1) gives the same:

$$\frac{0.36+0.09+2(0.64)}{16}\cdot\frac{12}{0.36+0.09+0.64}=1.190 .$$

A degenerate level with $L>0$ needs one more step: $W$ has to be diagonalized within the level, and the energy then depends on how the atom is oriented.

**Q:** Give me one atom for which I can do the whole calculation by hand.

**A:** Hydrogen. There $\mathbf D=-\mathbf r$, and the ground-state density is $e^{-2r}/\pi$, so

$$d_2=\langle r^2\rangle=4\int_0^\infty r^4e^{-2r}\,dr=4\cdot\frac{4!}{2^5}=3,\qquad U=-\frac{1}{4z^3}.$$

With a single electron there is no distinction between the squared total dipole and the squared distance of the electron. That distinction begins with the second electron.

## Many electrons, a real metal, and beryllium at aluminium

**Q:** Let me restate what I have accepted. The nucleus is at height $z$, the total dipole is $\mathbf D=\sum_iq_i\mathbf r_i$, and $d_2=\langle\mathbf D\cdot\mathbf D\rangle$. The image energy is $W=-(D_x^2+D_y^2+2D_z^2)/(16z^3)$ in atomic units. For an $L=0$ state and a perfect conductor, $U=\langle W\rangle=-d_2/(12z^3)$. For a metal with surface-plasmon frequency $\omega_s$, each transition of energy $\omega_n$ is weighted by $\omega_s/(\omega_s+\omega_n)$. Now take several electrons. Each is attracted by its own image, so surely $d_2$ is the sum of their $\langle r_i^2\rangle$.

**A:** Each electron is also repelled by the images of the nucleus and attracted by those of the other electrons. Squaring the total dipole keeps all of this. With the nucleus at the origin and electron charge $-1$,

$$d_2=\Big\langle\Big(\sum_i\mathbf r_i\Big)^2\Big\rangle=\sum_i\langle r_i^2\rangle+\sum_{i\neq j}\langle\mathbf r_i\cdot\mathbf r_j\rangle .$$

The second sum is negative when electrons tend to stand on opposite sides of the nucleus. Their dipoles then partly cancel, and the metal sees less.

**Q:** How large is that in a real atom?

**A:** Take beryllium. I keep the $1s$ pair frozen in its Hartree-Fock orbital and treat the two valence electrons by full configuration interaction (CI), which includes all their arrangements within the basis. The basis has 12 $s$, 7 $p$ and 3 $d$ shells of Gaussians, 48 functions in all. The exponents are $0.02\times2.8^k$ in atomic units, with $k=0$ to 11 for $s$, 0 to 6 for $p$ and 1 to 3 for $d$. In units of $a_0^2$,

$$d_2=16.362-4.127-0.004=12.231 .$$

The first number is $\sum_i\langle r_i^2\rangle$ and the second comes from the valence pair. The third is exchange between core and valence electrons of equal spin. Since $\mathbf r$ connects an $s$ orbital only with $p$ orbitals, this term comes from the $p$ part of the valence state alone.

**Q:** What would Hartree-Fock have given?

**A:** It gives 17.334. There all four electrons are in $s$ orbitals and the pair terms vanish by parity, so this number is just $\sum_i\langle r_i^2\rangle$. It exceeds the CI value by 42% of the latter. Correlation acts in two ways: it lowers $\sum_i\langle r_i^2\rangle$ by about 1.0, and it adds the pair term of $-4.1$.

For an $L=0$ atom at a perfect conductor, the attraction is set by the mean square of the total dipole, which for beryllium is $d_2=12.231\,a_0^2$ at the CI level. It remains to examine how reliable that value is, to find the next term in $1/z$, and to work out the energy of beryllium at aluminium, with the metal's finite speed and the other corrections.
